# Collapse thresholds of the two-dimensional adiabatic Holstein polaron

**Question**

I am trying to understand self-trapping of an electron in a square sheet of metal sites, as a model for a layer of a memory oxide. The electron hops with amplitude $t$ and couples to one local lattice coordinate per site. I treat the lattice as classical and take the continuum limit.

With a Gaussian trial function of width $L$, kinetic and lattice energy both vary as $1/L^2$. I therefore get no preferred size, only a critical coupling at which the sign changes. I was told that the correct critical coupling is near $5.85\,t$, which is not what my Gaussian gives.

Where does that number come from? Is it the coupling at which a small polaron becomes the ground state? And does the difference matter for something like $t=0.10$ eV, a relaxation energy of $0.60$ eV and a site spacing of $0.4$ nm?

**Answer**

Your scaling is right, and the missing size is a property of two dimensions, not a defect of the Gaussian. The Gaussian gives a sufficient condition for collapse. To get the threshold itself you must optimise the shape of the packet. The lattice ground state changes at yet another coupling, which the continuum cannot supply.

**The energy functional**

Let $\psi_i$ be the amplitude on site $i$, $n_i=|\psi_i|^2$ and $\sum_i n_i=1$. With lattice coordinates $x_i$, stiffness $K$ and coupling $\alpha$, the energy is

$$E_{\rm tot}=-t\sum_{\langle ij\rangle}(\psi_i^*\psi_j+\psi_j^*\psi_i)+\sum_i\left(\tfrac12Kx_i^2-\alpha x_in_i\right).$$

The adiabatic assumption is that the $x_i$ are classical and relax to the minimum. Setting the derivative with respect to $x_i$ to zero gives $x_i=\alpha n_i/K$. Substitution gives

$$\tfrac12Kx_i^2-\alpha x_in_i=\frac{\alpha^2n_i^2}{2K}-\frac{\alpha^2n_i^2}{K}=-E_pn_i^2,\qquad E_p=\frac{\alpha^2}{2K}.$$

So $E_p$ is the net energy gained when the electron sits wholly on one site. The potential felt by the electron is twice as deep, $V_i=-\alpha x_i=-2E_pn_i$; half of that gain pays for the distortion.

For the hopping term, expand $|\psi_i-\psi_j|^2$ and sum over bonds. Each site belongs to four bonds, so

$$-t\sum_{\langle ij\rangle}(\psi_i^*\psi_j+\psi_j^*\psi_i)=-4t+t\sum_{\langle ij\rangle}|\psi_i-\psi_j|^2.$$

The constant $-4t$ is the band bottom. I measure $E$ from there. For a packet much wider than the spacing $a$, put $\psi_i=a\psi(\mathbf r_i)$, replace differences by $a$ times derivatives, and replace $\sum_i$ by $\int d^2r/a^2$:

$$E[\psi]=ta^2\int|\nabla\psi|^2d^2r-E_pa^2\int|\psi|^4d^2r,\qquad\int|\psi|^2d^2r=1.$$

**The Gaussian**

Take $\psi=e^{-r^2/2L^2}/(\sqrt\pi L)$. Its density is $e^{-r^2/L^2}/(\pi L^2)$, which is normalised and has $\langle r^2\rangle=L^2$. Since $\nabla\psi=-\mathbf r\psi/L^2$,

$$\int|\nabla\psi|^2d^2r=\frac{\langle r^2\rangle}{L^4}=\frac1{L^2},$$

$$\int\psi^4d^2r=\frac1{\pi^2L^4}\int_0^\infty2\pi r\,e^{-2r^2/L^2}dr=\frac1{\pi^2L^4}\,\frac{\pi L^2}{2}=\frac1{2\pi L^2}.$$

Therefore

$$E(L)=\frac{ta^2}{L^2}\left(1-\frac{E_p}{2\pi t}\right).$$

For $E_p>2\pi t\approx6.28\,t$, the energy falls without limit as $L\to0$. This is collapse in the continuum model. Below $2\pi t$ this particular shape lowers its energy by spreading, but another shape may still collapse.

**Which shape collapses first?**

Measure lengths in units of $a$, and for any normalisation define

$$N=\int|\psi|^2,\quad G=\int|\nabla\psi|^2,\quad I=\int|\psi|^4,\quad J=\frac{GN}{I}.$$

$J$ changes neither when $\psi$ is multiplied by a constant nor when it is stretched. For a normalised state,

$$E=tG-E_pI=I\,(tJ-E_p).$$

If $E_p$ is less than $t$ times the smallest possible $J$, every packet has positive energy. If it is greater, some packet has negative energy. Compressing that packet by a factor $\lambda$ multiplies its energy by $\lambda^2$, so it collapses. The threshold is thus $E_c=t\inf J$.

A short argument shows that this is not zero. We may take a real function $u=|\psi|$, because removing a phase does not raise $G$. Integrating $\partial_x(u^2)=2uu_x$ from the left and from the right, and averaging the two bounds, gives $u^2(x,y)\le\int|uu_x|dx$. The same holds along $y$. Multiply the two bounds and integrate, then use the Cauchy–Schwarz inequality:

$$I\le\left(\int|uu_x|d^2r\right)\left(\int|uu_y|d^2r\right)\le N\sqrt{G_xG_y}\le\tfrac12NG.$$

Here $G_x+G_y=G$. Hence $J\ge2$: no packet collapses in the continuum for $E_p<2t$. This is a bound, not an estimate of the threshold.

From above, a trial function with an exponential tail does better than the Gaussian. Take $u=\operatorname{sech}r$. Integrating by parts,

$$\int_0^\infty r\operatorname{sech}^2r\,dr=\left[r\tanh r-\ln\cosh r\right]_0^\infty=\ln2.$$

An antiderivative of $\operatorname{sech}^4r$ is $T-T^3/3$ with $T=\tanh r$, which tends to $2/3$. Using $T^3=T-T\operatorname{sech}^2r$,

$$\int_0^\infty r\operatorname{sech}^4r\,dr=\int_0^\infty\left[\tfrac23(1-T)-\tfrac13T\operatorname{sech}^2r\right]dr=\frac{4\ln2-1}{6}.$$

The two pieces used are $\int(1-T)dr=\ln2$ and $\int T\operatorname{sech}^2r\,dr=\frac12$. Finally $u'^2=\operatorname{sech}^2r-\operatorname{sech}^4r$, whose radial integral is $(1+2\ln2)/6$. With a factor $2\pi$ from each angular integral,

$$J_{\rm sech}=\frac{2\pi\ln2\,(1+2\ln2)}{4\ln2-1}\approx5.863.$$

So collapse is already proved for $E_p>5.863\,t$, well below the Gaussian's condition.

**The exact continuum threshold**

At the minimum, $\delta G/G+\delta N/N-\delta I/I=0$. The variations are $\delta G=-2\int\delta u\,\nabla^2u$, $\delta N=2\int u\,\delta u$ and $\delta I=4\int u^3\delta u$. Since $\delta u$ is arbitrary,

$$-\nabla^2u+\frac GN\,u-\frac{2G}{I}\,u^3=0.$$

Write $u(\mathbf r)=AQ(\kappa\mathbf r)$ with $\kappa^2=G/N$ and $A^2=I/(2N)$. All three terms then carry the factor $A\kappa^2$, and what remains is

$$\nabla^2Q-Q+Q^3=0.$$

Two identities give $J$ for any decaying solution. From here to the end of this section $N,G,I$ refer to $Q$. First multiply by $Q$ and integrate:

$$-G-N+I=0.$$

Next multiply by $\mathbf r\cdot\nabla Q$. In two dimensions $\nabla\cdot\mathbf r=2$, so integration by parts gives

$$\int Q\,\mathbf r\cdot\nabla Q=\tfrac12\int\mathbf r\cdot\nabla Q^2=-N,\qquad\int Q^3\,\mathbf r\cdot\nabla Q=\tfrac14\int\mathbf r\cdot\nabla Q^4=-\tfrac12I,$$

$$\int\nabla^2Q\,\mathbf r\cdot\nabla Q=-\int\left(|\nabla Q|^2+\tfrac12\mathbf r\cdot\nabla|\nabla Q|^2\right)=-G+G=0.$$

The equation for $Q$ therefore yields $0+N-\frac12I=0$. Thus $I=2N$, the first identity gives $G=N$, and

$$J=\frac{N\cdot N}{2N}=\frac{N_Q}{2},\qquad E_c=\frac{N_Q}{2}\,t.$$

I use two known theorems here without proving them: a minimiser exists and can be chosen positive and radially decreasing, and the positive decaying radial solution is unique. It satisfies

$$Q''+\frac{Q'}r-Q+Q^3=0,\qquad Q'(0)=0.$$

It can be found by shooting. If $Q(0)$ is too small, the curve turns upward before reaching zero; if too large, it crosses zero. A scan from $Q(0)=1.1$ to $8$ found one switch between these outcomes. Bisection places it at $Q(0)=2.2062$, with $N_Q=11.7009$, hence

$$E_c=5.850\,t.$$

A separate minimisation of $J$ over sums of six Gaussians also gives $5.850$. The single Gaussian's threshold is 7.4 % above the exact one.

At $E_p=E_c$ the profile $Q$ has zero energy at every width. Below $E_c$ packets spread, and above it suitable ones collapse, so this short-range continuum model has no large polaron with a definite radius. The balance is special to two dimensions. In three, the corresponding energy is $A/L^2-B/L^3$ with positive $A$ and $B$: wide packets cost energy at any coupling.

**What the lattice changes**

A real packet cannot become narrower than a site, so collapse ends in a small polaron. An electron on one site has $E=4t-E_p$, already negative for $E_p>4t$, which is below $5.85\,t$. This alone shows that $E_c$ is not the ground-state threshold.

We can improve the estimate by letting the electron leak to its neighbours. Keep the well $-2E_p$ on one site, with elastic cost $E_p$. Each of the four neighbours lies $2E_p$ higher, so second-order perturbation theory in $t$ gives

$$E\approx4t-2E_p+E_p-\frac{4t^2}{2E_p}=4t-E_p-\frac{2t^2}{E_p}.$$

Setting this to zero gives $E_p^2-4tE_p+2t^2=0$. The root relevant to a small polaron is $E_p=(2+\sqrt2)t\approx3.41\,t$. Full minimisation on the lattice gives $3.34\,t$. That is the coupling at which the small polaron meets the band bottom.

The two thresholds answer different questions:

- Above $3.34\,t$, the adiabatic lattice ground state is a small polaron.
- Between $3.34\,t$ and $5.85\,t$, wide packets still cost energy. The electron must pass a barrier to reach the small polaron.
- Above $5.85\,t$, wide packets of the right shape already have negative energy, so the barrier is gone.

I followed the shape $Q$, sampled on the lattice, from a scale of $5a$ down to $0.3a$. At $E_p=4.5\,t$ its energy rises to $0.066\,t$ before becoming negative. That height belongs to this path; a better path could have a lower pass. At $E_p=6\,t$ the energy is negative at every width examined.

The Gaussian still shows a barrier at $6\,t$. Shifting it by one site gives an overlap $e^{-a^2/4L^2}$, so for $L\ge1.5a$, where sums over sites may be replaced by integrals,

$$E(L)\approx4t\left(1-e^{-a^2/4L^2}\right)-\frac{E_pa^2}{2\pi L^2}.$$

Let $b=1-E_p/2\pi t$ and $y=a^2/L^2$. Expanding the exponential to second order gives $E/t\approx by-y^2/8$. For small positive $b$ the maximum is at $y=4b$, with height $2b^2t$. This barrier is a consequence of the restricted shape, since $Q$ avoids it at the same coupling.

**Your numbers**

Your parameters give $E_p/t=6.0$, between the exact continuum threshold, $0.585$ eV, and the Gaussian one, $0.628$ eV. This is where the trial shape decides the answer.

Compare packets of the same rms radius, $1.2$ nm. For the Gaussian, $L=1.2$ nm and

$$E=100\ \text{meV}\left(\frac{0.4}{1.2}\right)^2\left(1-\frac{6}{6.283}\right)\approx+0.50\ \text{meV}.$$

The profile $Q(r/s)$ has rms radius $1.0897\,s$, so $s=1.101$ nm. Since $G=N$ for $Q$, its normalised gradient integral is $1/s^2$, and

$$E=100\ \text{meV}\left(\frac{0.4}{1.101}\right)^2\left(1-\frac{6}{5.850}\right)\approx-0.34\ \text{meV}.$$

On the lattice these become $+0.35$ and $-0.66$ meV. The signs survive, but the corrections are comparable with the energies, because 6.0 is so close to both thresholds. For the Gaussian $b=0.045$, so the barrier formula gives $2b^2t\approx0.41$ meV near $L=0.94$ nm; the unexpanded expression gives $0.41$ meV at $0.93$ nm. Such a barrier is far below $k_BT=31$ meV at 358 K.

The end state is insensitive to this distinction. The perturbative formula gives

$$E\approx0.400-0.600-\frac{2(0.10)^2}{0.60}=-0.233\ \text{eV},$$

and the self-consistent lattice solution gives a binding energy of $0.234$ eV, with 97 % of the electron on the central site.

**How far to trust this for an oxide**

Your values could stand for a sheet of titanium sites in a titanium-oxide resistive memory, with a band mass $\hbar^2/(2ta^2)=2.4$ electron masses. They are rough model values, not a fit, and a single isotropic hopping ignores the directional d orbitals of titanium. To size what is left out, I take a phonon quantum $\hbar\omega=0.05$ eV, a field of 1 MV/cm, and rough fast and static dielectric constants of 6 and 50.

*Hopping out of the sheet.* Titanium dioxide is a three-dimensional network, so an electron in it may also hop out of the sheet. With equal hopping in all three directions, the small-polaron threshold rises from $3.34\,t$ to $5.41\,t$. At $6\,t$ the small polaron is still the ground state for a classical lattice, but the same perturbation argument with six neighbours gives $6t-E_p-3t^2/E_p\approx-0.05$ eV. Most of the binding is lost.

*Quantum phonons.* Here $\hbar\omega/t=0.5$, which is not small, so the classical lattice is a rough approximation. Zero-point softening lowers the polaron by just 1.6 meV. The band electron gains more. To second order in the coupling,

$$\Delta E_{\rm band}=-E_p\hbar\omega\left\langle\frac1{\varepsilon_{\mathbf q}+\hbar\omega}\right\rangle_{\mathbf q}\approx-95\ \text{meV},$$

where $\varepsilon_{\mathbf q}$ is measured from the band bottom. At this order the sheet binding would fall to $0.234-0.095+0.002\approx0.14$ eV. The shift exceeds one phonon quantum, so second order is itself doubtful here. With equal hopping in three directions the same formula gives about $-58$ meV, as large as the roughly 50 meV of binding left in that case. Whether the small polaron is then still the ground state cannot be settled at this level.

*Temperature.* For one electron, give each site one trapped state of weight $e^{B/k_BT}$, where $B$ is the binding energy, and let $z$ be the band average of $e^{-\varepsilon/k_BT}$. The free fraction is $z/(z+e^{B/k_BT})$. At 358 K it is about $10^{-5}$ for the adiabatic binding and $3\times10^{-4}$ for the reduced one. Changes in vibrational entropy are omitted. The estimate also treats the free electron as a clean band state, which it is not at this temperature. Classical thermal motion gives $\langle x_i^2\rangle=k_BT/K$, so the site potential $-\alpha x_i$ fluctuates with rms $\sqrt{2E_pk_BT}\approx0.19$ eV, about $2t$. The band states are strongly scattered, so these fractions indicate only that the free share is small, not its value.

*Field.* For a field along the sheet, the potential drop per site is $0.1\ \text{V/nm}\times0.4\ \text{nm}=0.04$ V, or 40 meV for one electron. The total drop equals the adiabatic binding after about six sites, so the trapped state is not absolutely stable: the electron can in principle tunnel out. Six sites assumes that the lattice relaxes as the electron leaves. If the distortion stays frozen, its elastic energy is not recovered, and the electron must gain about $0.234+0.60\times0.97^2\approx0.80$ eV, which takes about twenty sites. I have not calculated the rate.

*Long-range polarisation.* An ionic oxide also responds to the electron's Coulomb field. For two points drawn from the Gaussian density, the separation $s$ has density $e^{-s^2/2L^2}/(2\pi L^2)$, so

$$\left\langle\frac1s\right\rangle=\frac1{L^2}\int_0^\infty e^{-s^2/2L^2}ds=\frac{\sqrt{\pi/2}}L.$$

Treat the sheet as lying inside a uniform oxide. The fast electronic response screens the Coulomb interaction by the fast dielectric constant, and the slow ions add the rest of the static screening. Their share is therefore proportional to the difference of the two inverse dielectric constants, and the relaxed polarisation energy is $-C/L$, with

$$C=\frac12\,\frac{e^2}{4\pi\varepsilon_0}\left(\frac16-\frac1{50}\right)\sqrt{\frac\pi2}\approx0.132\ \text{eV nm}.$$

The first factor $\frac12$ is again the elastic cost. At $L=a$ this is $-0.33$ eV, larger than the sheet binding. Part of it may already be included in an $E_p$ taken from a real oxide, so adding all of it would risk double counting.

This term also changes the qualitative picture. At large $L$, $-C/L$ outweighs every $1/L^2$ term, so even a weakly coupled electron is bound, and binding no longer needs a minimum coupling. With $E_p=0$, minimising $ta^2/L^2-C/L$ gives $L=2ta^2/C=0.24$ nm. That is less than one site spacing, so for these values the continuum has failed before it can describe a large polaron.

For your layer, then, $5.85\,t$ marks the loss of the barrier in a short-range, classical-lattice, two-dimensional model. It should not be used as a design limit for trapping in a three-dimensional polar oxide. The numerical output below gives the values to more digits than the material model deserves.

## Computed results

```
-- continuum thresholds, Ep/t --
Gaussian trial: 6.28319
sech trial: 5.86302
six-Gaussian variational: 5.85045
exact, N_Q/2: 5.85045
central value Q(0): 2.2062
norm N_Q: 11.7009
gradient integral / N_Q: 1
quartic integral / N_Q: 2
rms radius of Q: 1.0897
Gaussian excess over exact: 7.4 %
-- lattice, units of t --
small polaron meets band bottom, square, Ep/t: 3.3396
same, simple cubic, Ep/t: 5.4076
highest energy on Q path, Ep = 4.5 t: 0.0657 t
highest energy on Q path, Ep = 6 t: -0.00133 t
-- example inputs --
spacing a: 0.4 nm
hopping t: 0.1 eV
relaxation energy Ep: 0.6 eV
phonon quantum: 0.05 eV
temperature: 358 K
field: 1 MV/cm
fast dielectric constant: 6
static dielectric constant: 50
-- example results --
band mass: 2.38 electron masses
Ep/t: 6
exact continuum threshold: 0.585 eV
Gaussian threshold: 0.6283 eV
lattice ground-state threshold: 0.334 eV
rms radius of compared packets: 1.2 nm
Gaussian energy, continuum: 0.501 meV
exact-profile energy, continuum: -0.337 meV
Gaussian energy, lattice: 0.348 meV
exact-profile energy, lattice: -0.664 meV
Gaussian barrier on lattice: 0.413 meV
width L at that barrier: 0.931 nm
small-polaron binding, adiabatic: 0.2342 eV
occupation of central site: 0.9694
-- neglected effects --
zero-point shift of polaron: -1.61 meV
second-order shift of band electron: -94.9 meV
binding after both shifts: 0.141 eV
thermal energy kT: 30.9 meV
free fraction, adiabatic binding: 1.3e-05
free fraction, shifted binding: 0.00027
field drop per site: 40 meV
sites for field drop to equal binding: 5.85
polar coefficient C: 0.132 eV nm
polar energy at L = a: -0.331 eV
width from polar coupling alone: 0.242 nm
```
